# Choosing the Regularization Strength in Pyroelectric Depth Profiling by Thermal Waves

## Definitions and conventions

A pyroelectric film occupies $0<z<L$. A modulated laser heats its front electrode at $z=0$, and its rear face rests on a substrate. Every oscillating quantity is the real part of a complex amplitude times $e^{i\omega t}$, with $\omega=2\pi f$. The temperature amplitude is $T(z)$, and the pyroelectric coefficient $p(z)$ is the polarization change per kelvin along $+z$. The leads are chosen so that a positive $p$ gives a positive current for rising temperature; reversing the leads reverses the sign of the inferred $p$. Turning the film over reverses both the sign of $p$ and the order of depths.

The film has thermal conductivity $k$, heat capacity per volume $c$ and diffusivity $D=k/c$. The absorbed power amplitude is $P_0$, spread over a spot of area $A$, so the flux amplitude is $j_0=P_0/A$. The thermal-wave number is

$$\sigma=\sqrt{i\omega/D}=(1+i)/\mu,\qquad \mu=\sqrt{D/(\pi f)},$$

where $\mu$ is the thermal depth.

The setting treated here is the Tikhonov strength $\lambda$, which fixes how strongly a reconstructed function is pushed towards smoothness. A setting of this kind can also be used in electronic-structure theory when a local potential is constructed from an ill-posed equation. Here the unknown function is $p(z)$ and the data are current spectra, but the algebra of $\lambda$ is that of any linear inversion with Gaussian noise.

## From the profile to the current

Assume uniform permittivity $\varepsilon$, no mobile charge and no static internal field. The oscillating electric displacement is $\mathcal D=\varepsilon E+pT$. Without mobile charge, Gauss's law makes $\mathcal D$ independent of $z$. The short circuit requires $\int_0^L E\,dz=0$. Integrating $\varepsilon E=\mathcal D-pT$ over the film therefore gives

$$\mathcal D=\frac1L\int_0^L pT\,dz,\qquad I=i\omega A\mathcal D=\frac{i\omega A}{L}\int_0^L pT\,dz.$$

Heat flow is taken as one-dimensional, so $i\omega cT=kT''$, or $T''=\sigma^2T$. A thermally thick substrate, with constants $k_s$ and $c_s$, carries a decaying wave of wave number $\sigma_s$. Flux continuity at the rear reads $-kT'(L)=k_s\sigma_sT(L)$. Since $k\sigma=\sqrt{i\omega kc}$, the ratio

$$b=\frac{k_s\sigma_s}{k\sigma}=\sqrt{\frac{k_sc_s}{kc}}$$

does not depend on frequency. The solution that meets the rear condition is

$$T=B\,[\cosh\sigma(L-z)+b\sinh\sigma(L-z)],$$

because its flux at $z=L$ is $k\sigma bB=k_s\sigma_sT(L)$.

The front electrode is thin enough to have one temperature. With heat capacity $C_e$ per area, it stores $i\omega C_eT(0)$ of the incoming flux, so $j_0=i\omega C_eT(0)-kT'(0)$. Let $a=C_e/c$, the film thickness with the same heat capacity. From $i\omega=k\sigma^2/c$ follows $i\omega C_e=k\sigma^2a$. Inserting $T$ gives $j_0=Bk\sigma\Delta$, where

$$\Delta=\sinh\sigma L+b\cosh\sigma L+a\sigma(\cosh\sigma L+b\sinh\sigma L).$$

Define $G=i\omega cT/j_0=k\sigma^2T/j_0$. Then

$$G(z)=\frac{\sigma[\cosh\sigma(L-z)+b\sinh\sigma(L-z)]}{\Delta}.$$

Substituting $T=j_0G/(i\omega c)$ into the current cancels $i\omega$, and $Aj_0=P_0$ leaves

$$I=\frac{P_0}{cL}S,\qquad S(\omega)=\int_0^L p(z)G(z,\omega)\,dz.$$

This is the integral equation to invert.

### What the two ends of the spectrum contain

At high frequency, $|\sigma|L\gg1$, the growing exponentials dominate the numerator near the front and the whole of $\Delta$. Their common factor $(1+b)/2$ cancels, so $G\simeq\sigma e^{-\sigma z}/(1+a\sigma)$. Repeated integration by parts gives

$$S\simeq\frac{p(0)+p'(0)/\sigma+p''(0)/\sigma^2+\cdots}{1+a\sigma}.$$

The top of the spectrum sees the surface value, and lower frequencies add derivatives and then greater depths.

At low frequency, with $b>0$ and $|\sigma|L$ small compared with both $b$ and $1/b$, the film temperature becomes uniform and $G\simeq\sigma/b$. Then $S\simeq(\sigma/b)\int_0^Lp\,dz$: only the integral of $p$ survives, and the signal falls as $\sqrt\omega$ because heat drains into the substrate. For an insulated rear face, $b=0$, the same limit gives $G\to1/(L+a)$, so $S$ tends to the mean of $p$ times $L/(L+a)$. In neither case does the low-frequency limit distinguish depths.

## The matrix problem

Place $n$ nodes at $z_j=jh$, $j=0,\dots,n-1$, and write $p=\sum_jp_j\phi_j$ with hat functions $\phi_j$, which equal one at their own node and fall linearly to zero at the neighbours. Let $F=G/\sigma^2$. Since $G''=\sigma^2G$, we have $F''=G$. For an interior hat, integration by parts has no end terms, and $\phi_j'$ is $+1/h$ and then $-1/h$:

$$\int\phi_jG\,dz=-\int\phi_j'F'\,dz=\frac{F_{j+1}-2F_j+F_{j-1}}{h}.$$

The half hats at the ends keep one boundary term each:

$$-F'(0)+\frac{F_1-F_0}{h},\qquad F'(L)-\frac{F_{n-1}-F_{n-2}}{h}.$$

Differentiating $G$ gives $F'(0)=-(\sinh\sigma L+b\cosh\sigma L)/\Delta$ and $F'(L)=-b/\Delta$. No quadrature error enters the matrix; the remaining discretization error is that of representing $p$ by straight segments.

Let $s$ be the standard deviation of the noise in each of the real and imaginary parts of $S$. Stack both parts of all spectra and divide by $s$. The result is $d=Kp+\eta$, where $\eta$ has independent components of unit variance.

### Why some regularization is needed

Use $x=z/L$ and the inner product $\int_0^1uv\,dx$. The singular-value decomposition splits $p$ into orthonormal functions with coefficients $\alpha_i$, each seen in the data as $s_i\alpha_i$ plus unit noise. Dividing by $s_i$ recovers $\alpha_i$ with error $1/s_i$. Heat diffusion smooths out fine structure, so the $s_i$ fall steeply and the corresponding errors grow without useful limit.

## What the setting does

Tikhonov regularization minimizes

$$J(p)=|Kp-d|^2+\lambda^2p^{\mathsf T}Rp,\qquad p^{\mathsf T}Rp\simeq\int_0^1\left(\frac{d^2p}{dx^2}\right)^2dx.$$

With $h_x=h/L$, the integral is represented by

$$p^{\mathsf T}Rp=\frac1{h_x^3}\sum_{j=1}^{n-2}(p_{j+1}-2p_j+p_{j-1})^2.$$

Setting the gradient $2K^{\mathsf T}(Kp-d)+2\lambda^2Rp$ to zero gives

$$\hat p=H^{-1}K^{\mathsf T}d,\qquad H=K^{\mathsf T}K+\lambda^2R.$$

The matrix $H$ is invertible if the data respond to every nonzero linear profile, since linear profiles are the ones that $R$ does not penalize.

To see the action of $\lambda$, take modes with $K^{\mathsf T}Ku_i=\gamma_iRu_i$ and $Ru_i\neq0$. Then $Hu_i=(\gamma_i+\lambda^2)Ru_i$, and hence

$$H^{-1}K^{\mathsf T}Ku_i=\frac{\gamma_i}{\gamma_i+\lambda^2}u_i.$$

Modes with $\gamma_i\gg\lambda^2$ pass; modes with $\gamma_i\ll\lambda^2$ are suppressed. For a linear profile $q$, $Rq=0$ and $Hq=K^{\mathsf T}Kq$, so it passes unchanged. As $\lambda\to\infty$ the result is therefore the best straight-line profile, not zero. As $\lambda\to0$ it returns to unstable least squares.

Inserting $d=Kp+\eta$ separates the error:

$$\hat p-p=(\mathcal A-1)p+H^{-1}K^{\mathsf T}\eta,\qquad \mathcal A=H^{-1}K^{\mathsf T}K.$$

The first term is bias from smoothing and the second is noise. Because $\eta$ has zero mean and unit covariance, the cross term averages to zero. At fixed $\lambda$ the mean squared error per node is

$$\frac1n|(\mathcal A-1)p|^2+\frac1n\mathrm{Tr}\left(H^{-1}K^{\mathsf T}KH^{-1}\right).$$

Each row of $\mathcal A$ is an averaging kernel: it shows which depths contribute to the value reported at one node.

## Choosing the strength from the data

One rule sets $|K\hat p-d|^2$ equal to the number of data, $N$. It can lack a solution. If the data determine $m$ parameters, the least-squares residual has mean $N-m$ and standard deviation $\sqrt{2(N-m)}$, so it may already exceed $N$ before any smoothing.

An alternative reads the penalty as a Gaussian prior. Since $R$ has rank $n-2$, the prior density is proportional to $\lambda^{n-2}\exp(-\lambda^2p^{\mathsf T}Rp/2)$ and is flat for linear profiles. The noise density is proportional to $\exp(-|Kp-d|^2/2)$. Their product contains $\exp(-J/2)$. As $J$ is quadratic and stationary at $\hat p$,

$$J(p)=J(\hat p)+(p-\hat p)^{\mathsf T}H(p-\hat p).$$

The Gaussian integral over $p$ contributes $(\det H)^{-1/2}$. Taking $-2\ln$ of the result and dropping constants gives the criterion to minimize:

$$\Phi(\lambda)=J(\hat p)+\ln\det H-(n-2)\ln\lambda^2.$$

The first term resists oversmoothing. The other two together penalize freedom that the data do not need. The same quadratic form shows that the posterior covariance at fixed $\lambda$ is $H^{-1}$. Its square-rooted diagonal is an error bar under the smoothness prior, not a guarantee for every possible profile.

## A worked reconstruction

The film has $L=20$ µm, $k=0.14$ W/(m K) and $c=2.30\times10^6$ J/(m³ K), hence $D=6.09\times10^{-8}$ m²/s. The substrate has $k_s=1.1$ W/(m K) and $c_s=1.90\times10^6$ J/(m³ K), so $b=2.55$. A 50 nm electrode with heat capacity $2.4\times10^6$ J/(m³ K) gives $a=52$ nm. With $P_0=5$ mW,

$$\frac{P_0}{cL}=\frac{5\times10^{-3}}{(2.30\times10^6)(20\times10^{-6})}=1.087\times10^{-4}\ \frac{\text{A}}{\text{C/(m}^2\text{K)}},$$

or 0.1087 nA per µC/(m² K). Noise of 10 pA in each part of the current is therefore $s=0.0920$ µC/(m² K). The true profile is

$$p=4+22\exp\left[-\left(\frac{z-6\ \text{µm}}{4\ \text{µm}}\right)^2\right]\ \text{µC/(m}^2\text{K)}.$$

The synthetic spectra contain 61 logarithmically spaced frequencies from 10 Hz to 100 kHz, so $N=122$. They come from a finite-volume heat calculation that meshes the electrode, film and substrate, with 10 nm film cells. The inversion instead uses the closed-form $G$ and 81 nodes spaced by 0.25 µm. The data are thus not produced by the matrix that is inverted.

The thermal depth runs from 44 µm at 10 Hz to 0.44 µm at 100 kHz. At the top frequency the calculated current is $0.639-0.115i$ nA. The surface expansion explains it. Here $a\sigma=0.119(1+i)$, $p(0)=6.32$ µC/(m² K), and differentiating the profile gives $p'(0)=1.74$ µC/(m² K) per µm. Thus $p'(0)/\sigma=0.38(1-i)$ µC/(m² K), and the first two terms give

$$I\simeq0.1087\,\frac{6.70-0.38i}{1.119+0.119i}\ \text{nA}=0.640-0.105i\ \text{nA}.$$

The $p''(0)$ term supplies most of the small remaining difference.

The 11th and 21st singular values are $2.6\times10^{-3}$ and $1.8\times10^{-7}$ of the first. Only 13 components would stand above the noise even if each in turn carried the full root-mean-square (rms) value of $p$, 14.0 µC/(m² K). For one noise draw, least squares without a smoothness penalty, cut off only at rounding level, has a relative error of $3\times10^{10}$; the size of this number depends on the cutoff and moves by orders of magnitude with it. All profile errors quoted as fractions are rms over the nodes, divided by the rms of the true profile.

For the same draw, $\Phi$ was minimized over $\lambda^2$ from $10^{-9}$ to 10 in quarter-decade steps. It selects $\lambda^2=3.2\times10^{-5}$ (m² K/µC)², with an error of 6.5%. Values in µC/(m² K) are:

| $z$ (µm) | true | found | posterior s.d. |
|---:|---:|---:|---:|
| 0 | 6.3 | 6.2 | 0.2 |
| 6 | 26.0 | 25.8 | 0.7 |
| 10 | 12.1 | 13.2 | 1.1 |
| 14 | 4.4 | 3.5 | 1.4 |
| 20 | 4.0 | 6.7 | 4.2 |

The bump is recovered well, while the value at the rear face is poorly determined.

Over 1000 noise draws, with $\lambda$ selected afresh each time, the median error is 5.0% and the 90th percentile is 9.3%. If the true profile could be used to pick the best $\lambda$ in each draw, the median would be 3.5%. The criterion therefore has a cost, but a moderate one here. Two posterior standard deviations contain the truth at 99.9% of the nodes, so the band is conservative for this profile.

With $\lambda^2$ held at $3.2\times10^{-5}$ (m² K/µC)², the rms bias is 0.36 and the rms noise 0.73 µC/(m² K). Their combination is $\sqrt{0.36^2+0.73^2}=0.81$ µC/(m² K), against 0.82 found directly from the draws.

### Resolution and a case that fails

At that same fixed $\lambda$, the averaging kernels for depths of 2, 5, 10 and 15 µm have main peaks with half-height widths of about 1.4, 2.8, 4.8 and 6.0 µm. To within the node spacing, the peaks lie at 1.8, 4.3, 9.0 and 14.3 µm, somewhat in front of the nominal depths. Only the peaks are shifted: because linear profiles pass unchanged, the centroid of each kernel stays at its nominal depth. The kernels also have negative parts, which reach 60 to 80% of the peak height, and the three deeper ones have a separate positive lobe above half height, so a deep reported value is a broad weighted combination of depths, not a local value.

Now replace the bump by a narrower one of the same height, with 1.5 µm in place of 4 µm in the Gaussian. Its full width at half height is $2(1.5)\sqrt{\ln2}=2.5$ µm. In 200 draws for each position, again selecting $\lambda$ each time, the value recovered at the layer's centre, where the truth is 26 µC/(m² K), has a median of 24.2 for a layer at 4 µm depth but only 12.0 for one at 16 µm. The median profile errors are 19% and 54%. A low, broad bump in a deep reconstruction may therefore come from a thin, strong layer. A flat result at the background level would still speak against this particular layer, because its integrated strength is detected even though its shape is not resolved.

## When calibration matters more than the setting

The next figures hold $\lambda^2$ at $3.2\times10^{-5}$ (m² K/µC)². Noise-free data are computed with one changed property and inverted with the original model. Each figure is the rms change of the profile relative to the true rms.

- Diffusivity 5% higher, at fixed $c$: 8.1%.
- An adhesive resistance of $10^{-6}$ m² K/W at the rear: 4.1%.
- No front electrode in the data, though the model includes one: 3.1%.
- Front heat loss of 10 W/(m² K), independent of frequency: 0.8%. A face in air loses more, because it launches a thermal wave into the air; for an air effusivity of 5.6 W s$^{1/2}$/(m² K) the shift is 1.9%.
- A rear electrode like the front one: 0.2%.
- A 50 Ω series resistance, for relative permittivity 12 and electrode radius 3 mm: 0.1%.

The diffusivity error outweighs the 5.0% median error from noise and smoothing. Only part of it is a change of depth scale: compressing the true profile in depth by the factor $\sqrt{1.05}$ changes it by 3.3%. A larger $\lambda$ reduces the shift, to 5.5% at $\lambda^2=10^{-3}$ (m² K/µC)², but does not remove it and adds smoothing bias.

These parameters are in the rough regime of a poled PVDF-type polymer film on glass, where coefficients of a few tens of µC/(m² K) in magnitude are ordinary. Such a film is also piezoelectric, so thermal stress contributes to the current. The local law used here assumes that the substrate prevents in-plane strain while the thickness is free to expand. The recovered $p$ then includes the stress contribution and belongs to the film held in this way, not to a free film. A film may be bonded by an adhesive, and its diffusivity may be imperfectly known. The adhesive entry stands for a very thin bond, about 0.2 µm of glue with a conductivity of 0.2 W/(m K). Treated in the same way as a pure resistance, 1 µm of that glue would shift the profile by about 21%, or by about 17% if the glue also stores heat at $1.8\times10^6$ J/(m³ K), so an ordinary bond line has to be included in the heat model. Trapped charge can also produce a static field $E_s$. If thermal expansion is neglected, varying $\varepsilon E$ then adds $E_s\,(d\varepsilon/dT)\,T$ to the displacement, so the inversion returns $p+E_s\,d\varepsilon/dT$ instead of $p$ alone. That shift is not sized here.

Heating is mild in the example. The front temperature amplitude at 10 Hz is 72 mK. For a mean absorbed power also equal to 5 mW, a spot radius $r=2$ mm and a substrate much thicker than $r$, the steady rise at the spot centre is $j_0r/k_s+j_0L/k\approx0.8$ K. The first term is the rise of a half-space under a uniformly heated disc, and the second is the drop across the film. The substrate's thermal depth at 10 Hz is 136 µm, while the electrode extends 1 mm beyond the spot. The factor $e^{-1000/136}\approx6\times10^{-4}$ suggests that little oscillating heat escapes the electrode area sideways.

## Guidance for using the setting

**Establish the scale of $\lambda$ first.** Its number has no meaning without the normalization. If the data are not divided by $s$, multiplying $J$ by $s^2$ shows that the equivalent value is $s^2\lambda^2$, here $2.7\times10^{-7}$. If the data are divided by $s$ but the penalty is a bare sum of squared second differences, the equivalent is $\lambda^2/h_x^3$, here $80^3\times3.2\times10^{-5}\approx16$ (m² K/µC)². A bare-difference setting must therefore change when the grid is refined.

**Select by $\Phi$ when the noise level is known and a smooth profile is plausible.** Scan $\lambda$ logarithmically and require a minimum inside the scanned range. For a profile with sharp layers, one global smoothness prior is a poor description, and the error bars inherit that fault.

**Report resolution with the profile.** Give the averaging-kernel widths and peak positions at the selected $\lambda$. Do not interpret structure narrower than the local kernel without independent information.

**Match the frequency range to the film.** The highest frequency should make $\mu$ smaller than the shallowest structure sought, and the lowest should make $\mu$ comparable with or larger than $L$. The substrate must remain thermally thick at the lowest frequency, or the rear condition must be changed.

**Repeat the inversion over the uncertainty of $D$ and the rear contact.** If the profile moves more than its noise error, better calibration is worth more than a finer search for $\lambda$.
